\section*{Isotropic Permittivity but Cubic Elasticity in a Simple Cubic Pore Lattice}

\section{Two tensors, one symmetry}

\textbf{Q.} My low-permittivity film has equal spherical pores on a simple cubic lattice. The wall material is isotropic, the pores are spheres, and the calculated permittivity is the same in every direction. The film is therefore isotropic, and Young's modulus and Poisson's ratio along a cube axis give me its shear modulus. Is anything wrong with that?

\textbf{A.} The statement about permittivity is right, but the conclusion about elasticity does not follow from it. Take fields that vary slowly over one period, and let $\kappa_{ij}$ be the effective relative permittivity. A half-turn about $z$ maps the lattice onto itself and reverses the signs of $\kappa_{xz}$ and $\kappa_{yz}$, so both vanish. A half-turn about $x$ removes $\kappa_{xy}$. Quarter-turns exchange the axes, so the diagonal entries are equal and $\kappa_{ij}=\kappa\,\delta_{ij}$.

The same rotations leave three elastic constants, $C_{11}$, $C_{12}$ and $C_{44}$. Consider two shears:
\begin{equation}
\text{stretch } x,\ \text{compress } y:\quad C'=\tfrac12(C_{11}-C_{12});
\qquad \text{shear } xy:\quad C_{44}.
\end{equation}
Here $C_{44}$ multiplies the engineering shear strain $2\varepsilon_{xy}$. A $45^\circ$ rotation about $z$ turns one shear into the other. It is a symmetry of an isotropic solid but not of the lattice, so nothing enforces $C'=C_{44}$.

\section{From symmetry to a number}

\textbf{Q.} Being allowed to differ is not the same as differing. Each pore is a sphere, so where would a preferred direction come from?

\textbf{A.} From the other pores. Let the wall have Lam\'e constants $\lambda,\mu$, bulk modulus $K=\lambda+2\mu/3$ and Poisson ratio $\nu$. The pores are empty and do not overlap; their volume fraction is $f$. Fill each with wall material carrying an eigenstrain $\varepsilon^*$, chosen equal to the total strain there. The stress $C(\varepsilon-\varepsilon^*)$ then vanishes in the pore, as it must.

Write $\tau=C\varepsilon^*$, take it uniform in the pores for now, and let $\hat\chi$ be the Fourier coefficient of the pore indicator. For a wave vector $\mathbf k=k\mathbf n$, with $\mathbf t=\tau\mathbf n$, equilibrium of the extra displacement $\hat{\mathbf u}$ reads
\begin{equation}
\mu\hat{\mathbf u}+(\lambda+\mu)\mathbf n(\mathbf n\cdot\hat{\mathbf u})=-\frac{i\hat\chi}{k}\mathbf t .
\end{equation}
Its product with $\mathbf n$ gives $\mathbf n\cdot\hat{\mathbf u}=-i\hat\chi\,\mathbf n\cdot\mathbf t/[k(\lambda+2\mu)]$. Substituting this back, and using $\tau:\hat\varepsilon=ik\,\mathbf t\cdot\hat{\mathbf u}$, gives
\begin{equation}
\tau:\hat\varepsilon=\frac{\hat\chi}{\mu}\left[|\tau\mathbf n|^2-\eta(\mathbf n\cdot\tau\mathbf n)^2\right],
\qquad \eta=\frac{\lambda+\mu}{\lambda+2\mu}=\frac1{2(1-\nu)} .
\label{kernel}
\end{equation}
The last term contains four factors of $\mathbf n$. That is where elasticity can detect the cubic lattice.

Averaging the extra strain over the pores weights each wave by $w=|\hat\chi|^2/f$. Parseval's theorem gives $\sum_{\mathbf k}|\hat\chi|^2=f$, and the excluded $\mathbf k=0$ term is $f^2$, so $\sum'w=1-f$. Cubic symmetry then fixes the second moment, $\sum'w\,n_in_j=(1-f)\delta_{ij}/3$, but not the fourth. Define
\begin{equation}
q=\sum_{\mathbf k\ne0}w\,H(\mathbf n),\qquad H(\mathbf n)=n_1^4+n_2^4+n_3^4-\tfrac35 .
\end{equation}
The average of $H$ over all directions is zero, so $q$ measures the departure from isotropy.

\textbf{Q.} How does $q$ enter the two shear moduli?

\textbf{A.} Let $S=\sum'w\sum_i n_i^4=\frac35(1-f)+q$. Squaring $\sum_i n_i^2=1$ shows that the weighted sum of $n_1^2n_2^2$ is $(1-f-S)/6$. Use shear tensors $e$ normalized by $e:e=1$. For both shears $|e\mathbf n|^2=(n_1^2+n_2^2)/2$, which sums to $(1-f)/3$. The quartic terms differ:
\begin{align}
C':\quad \sum{}'w\,\tfrac12(n_1^2-n_2^2)^2&=\frac S3-\frac{1-f-S}6=\frac{2(1-f)}{15}+\frac q2,\\
C_{44}:\quad \sum{}'w\,2n_1^2n_2^2&=\frac{1-f-S}3=\frac{2(1-f)}{15}-\frac q3 .
\end{align}
Let $p$ be the weighted sum of the bracket in (\ref{kernel}), divided by $\mu$, for one shear. If $E$ is the applied strain amplitude, then $\varepsilon^*=E+2\mu p\,\varepsilon^*$, so $\varepsilon^*=E/(1-2\mu p)$. The mean stress is $2\mu(E-f\varepsilon^*)$. With $\beta=\frac23-\frac4{15}\eta$,
\begin{align}
C'&=\mu\left[1-\frac f{1-(1-f)\beta+\eta q}\right],\label{cp}\\
C_{44}&=\mu\left[1-\frac f{1-(1-f)\beta-\frac23\eta q}\right].\label{c44}
\end{align}
The moduli coincide in this approximation if and only if $q=0$, because $\eta>0$.

\textbf{Q.} Then what is $q$?

\textbf{A.} Set the period to one and let $a$ be the pore radius, so $f=4\pi a^3/3$. The Fourier transform of $r$ is $-8\pi/k^4$. Away from the origin, the function whose transform is $H$ is therefore
\begin{equation}
h=-\frac1{8\pi}\sum_i\partial_i^4r .
\end{equation}
Direct differentiation gives $\partial_i^4r=(-3+18n_i^2-15n_i^4)/r^3$, where $\mathbf n$ is now $\mathbf r/r$. Summing over $i$ gives $h=15H/(8\pi r^3)$.

Poisson summation turns $q$ into $f$ times a sum of $h$ over lattice vectors $\mathbf R\ne0$, averaged over both pores. The pore's own term vanishes by spherical symmetry, and the sum, which converges only conditionally, is taken over growing spheres, because $H$ averages to zero over a sphere. Averaging over one ball gives $1+a^2\nabla^2/10+\dots$; two balls give $1+a^2\nabla^2/5+\dots$. Since $\nabla^2(H/r^3)=-14H/r^5$ and $\nabla^2(H/r^5)=0$, the series stops:
\begin{equation}
q=\frac52\left(a^3T_3-\frac{14}5a^5T_5\right),\qquad
T_p=\sum_{\mathbf R\ne0}\frac{H(\mathbf R/R)}{R^p}.
\label{q}
\end{equation}
The sums are $T_3=1.868$ and $T_5=2.131$. The six nearest neighbours alone contribute $6\times\frac25=2.4$ to each, which sets the sign. Even for touching pores, $a=1/2$, the subtraction is $\frac{14}5\cdot\frac14T_5=1.49<T_3$. Thus $q>0$ up to contact, and (\ref{cp}) and (\ref{c44}) give $C'>C_{44}$.

\section{Is the difference an artefact?}

\textbf{Q.} You assumed a uniform eigenstrain. Could the neglected variation restore isotropy?

\textbf{A.} Not at small porosity. Let $\Gamma\tau$ be the extra strain produced by $\tau$, and let angle brackets denote an average over the pores. The energy density is
\begin{equation}
W=\tfrac12E:C:E-f\max_\tau\left[\langle\tau\rangle:E-\tfrac12\langle\tau:(C^{-1}-\Gamma)\tau\rangle\right].
\end{equation}
The maximum condition $(C^{-1}-\Gamma)\tau=E$ is the zero-stress condition. It is a maximum because equilibrium gives $\int\tau:\Gamma\tau=\int\Gamma\tau:C:\Gamma\tau$, so $\int\tau:(C^{-1}-\Gamma)\tau$ is the integral of $(\tau-C\Gamma\tau):C^{-1}:(\tau-C\Gamma\tau)$, which is not negative. A uniform trial $\tau$ therefore gives an upper bound on $W$, with an error quadratic in the missing part of $\tau$.

A lone spherical pore in a uniform applied strain has a uniform eigenstrain, by Eshelby's result. Only neighbours disturb it. Their fields scale as $a^3/R^3$; the linear variation across a pore cancels by inversion symmetry, leaving a quadratic variation of order $a^5/R^5\sim f^{5/3}$. The energy error is then of order $f(f^{5/3})^2=f^{13/3}$.

Now subtract (\ref{c44}) from (\ref{cp}) at small $f$, using $q\simeq\frac52a^3T_3=15fT_3/(8\pi)$:
\begin{equation}
C'-C_{44}\simeq\frac{\mu f}{(1-\beta)^2}\,\frac53\eta q
\simeq\frac{25\,\mu\eta T_3}{8\pi(1-\beta)^2}f^2 .
\label{small}
\end{equation}
A stable wall has $-1<\nu<\frac12$, hence $\frac14<\eta<1$, and the coefficient is positive. The neglected terms cannot cancel it as $f\to0$. At first order in $f$ the film is isotropic, because the pores do not yet interact.

\textbf{Q.} And at a porosity I would use?

\textbf{A.} Take $f=0.30$ with a wall Young's modulus of 15 GPa and $\nu=0.25$. Then $\mu=6$ GPa, $\eta=0.6667$, $\beta=0.4889$ and $a=0.4153$. Equation (\ref{q}) gives $q=0.1502$, so
\begin{align}
C'&=6\left(1-\frac{0.30}{1-0.3422+0.1001}\right)=3.625\ \text{GPa},\\
C_{44}&=6\left(1-\frac{0.30}{1-0.3422-0.0667}\right)=2.955\ \text{GPa}.
\end{align}
A finite-element solution of the same cell, without the uniform-eigenstrain assumption, gives 3.60 and 2.92 GPa. The closed forms are high by about 1\%, on the side required by the bound. The ratio $C_{44}/C'$ is 0.81, so the anisotropy survives.

The leading law (\ref{small}) is a poor estimate at such porosities. Its coefficient is 28.4 GPa, giving 0.64 GPa at $f=0.15$, whereas finite elements give $4.628-4.319=0.31$ GPa. Two corrections explain most of this: the $T_5$ term multiplies $q$ by 0.65, and replacing $1-\beta$ by $1-(1-f)\beta$ contributes another factor of 0.76. Between $f=0.15$ and $0.30$ the closed-form errors grow with apparent powers of about 3.3 for $C'$ and 4.1 for $C_{44}$. The 3.62 in the numerical output belongs to the bulk modulus, whose error is the largest of the three. All these powers are below the asymptotic estimate $13/3$, but well above 2.

\section{What the measurements tell you}

\textbf{Q.} Why did the permittivity calculation give no warning?

\textbf{A.} Its kernel contains two factors of $\mathbf n$. A uniform pore polarization $\mathbf P$, measured relative to a wall of permittivity $\kappa_w$, produces the field $-\mathbf n(\mathbf n\cdot\mathbf P)\hat\chi/(\varepsilon_0\kappa_w)$. Its pore average involves the second moment $L=(1-f)/3$. With $\Delta=1-\kappa_w$, the pore field is $E/(1+\Delta L/\kappa_w)$, and hence
\begin{equation}
\kappa=\kappa_w+\frac{f\Delta}{1+\Delta L/\kappa_w}
=3-\frac{0.60}{1-0.1556}=2.29
\end{equation}
for $\kappa_w=3$. This is the Maxwell Garnett formula. Its value is approximate, but the isotropy follows from symmetry. Measuring $\kappa$ along more directions cannot reveal $q$.

\textbf{Q.} What happens if I still infer the shear modulus from a cube-axis test?

\textbf{A.} In terms of compliances, $E_{100}=1/S_{11}$ and $\nu_{100}=-S_{12}/S_{11}$. Applying equal and opposite stresses along $x$ and $y$ shows that $S_{11}-S_{12}=1/(C_{11}-C_{12})$. Therefore
\begin{equation}
\frac{E_{100}}{2(1+\nu_{100})}=\frac1{2(S_{11}-S_{12})}=C'.
\end{equation}
The finite-element constants give $8.72/(2\times1.211)=3.60$ GPa. For $xy$ shear the modulus is 2.92 GPa, so your inference is 23\% too high relative to $C_{44}$.

Young's modulus also depends on direction. For a uniaxial stress along $\mathbf n$, the axial compliance is $S_{11}\sum_i n_i^4+(2S_{12}+S_{44})\sum_{i<j}n_i^2n_j^2$. The last sum is $(1-\sum_i n_i^4)/2$, so
\begin{equation}
\frac1{E(\mathbf n)}=S_{11}-\left(S_{11}-S_{12}-\tfrac12S_{44}\right)\left(1-\sum_i n_i^4\right).
\end{equation}
This gives 8.72, 7.64 and 7.34 GPa along $[100]$, $[110]$ and $[111]$.

\textbf{Q.} Does this describe a real film?

\textbf{A.} The parameters are rough values for an ordered mesoporous organosilicate, with an 8 nm period and 6.6 nm pores; the simple cubic order is an idealization, and the sign and size of the anisotropy depend on it. Cage-type mesoporous films are more often body- or face-centred. There the nearest neighbours lie along $[111]$ or $[110]$, where $H$ is $\frac13-\frac35$ or $\frac12-\frac35$, both negative. With the same wall and $f=0.30$, $C_{44}/C'$ is about 1.06 for body-centred and 1.07 for face-centred pores, so the cube-axis inference is 5--7\% too low instead of 23\% too high. Loss of a common lattice orientation also matters. Randomly oriented grains with these constants have an isotropic shear modulus between 3.16 and 3.19 GPa, 8--9\% above the single-lattice $C_{44}$. Your isotropic relation then holds, provided Young's modulus and Poisson's ratio are those of the averaged film. If the grains share a cube axis along the film normal and are random only in the plane, the relation still holds for in-plane shear with in-plane constants. It fails for shear between the normal and an in-plane direction, which keeps the modulus $C_{44}$.

Shrinkage breaks the cubic symmetry itself. If pores and lattice shrink together by 10\% in thickness at fixed porosity, the uniform-polarization estimate gives $\kappa=2.292$ in plane and 2.284 normal to the film. The permittivity is then anisotropic too, though weakly. An assumed surface modulus of 1 N/m, divided by wall modulus times pore radius, gives 0.02, but the prefactor depends on which surface modulus is meant. To first order the moduli rise by about 3--5\% if 1 N/m is a surface Young's modulus, and $C_{44}$ rises by about 12\% if it is a surface shear modulus. The thinnest wall is only 1.4 nm, where treating it as a continuum is itself uncertain. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Constants, cubic symmetry: permittivity 1, stiffness 3
Constants, full isotropy: permittivity 1, stiffness 2
Wall Young's modulus: 15.0 GPa; Poisson ratio: 0.25
Wall shear modulus: 6.000 GPa; bulk modulus: 10.000 GPa
Wall relative permittivity: 3.00; porosity: 0.30
Period: 8.0 nm; pore diameter: 6.64 nm
Thinnest wall: 1.36 nm
Lattice sums (unit period): T3 = 1.86786, T5 = 2.13136
a/period = 0.41528; beta = 0.48889; eta = 0.66667
q, real-space sum: 0.15016; reciprocal sum: 0.15015
Small-f law: (C'-C44)/f^2 = 28.449 GPa
Closed form: K = 5.091, C' = 3.625, C44 = 2.955 GPa
Closed form with q = 0: C' = C44 = 3.264 GPa
Finite elements: K = 5.035, C' = 3.600, C44 = 2.919 GPa
Finite-element change, order 5 to 6: 2.7e-05 (relative)
Finite elements: C11 = 9.835, C12 = 2.634 GPa
Zener ratio C44/C': finite elements 0.811, closed form 0.815
At f = 0.15, finite elements: C' = 4.6282, C44 = 4.3186 GPa
At f = 0.15, closed form: C' = 4.6306, C44 = 4.3207 GPa
Apparent power of f in closed-form error: 3.62
Young's modulus [100]: 8.722 GPa
Young's modulus [110]: 7.643 GPa
Young's modulus [111]: 7.340 GPa
Poisson ratio for load and strain on cube axes: 0.2113
Shear modulus inferred by isotropic relation: 3.600 GPa
Its excess over C44: 23.3 %
Permittivity, Maxwell Garnett: 2.2895
Permittivity, whole-cell solution: 2.2867 (voxel porosity 0.2996)
Largest departure of permittivity tensor from isotropy: 2.1e-18
Thickness shrinkage: 10 %
Shrunk film permittivity: in plane 2.2920, normal 2.2843
Shrunk film Young's modulus, closed model: in plane 8.832, normal 8.707 GPa
Random grains, shear modulus: Reuss 3.158, Voigt 3.192 GPa
Assumed surface modulus: 1.0 N/m; surface/bulk ratio: 0.0201
Film thickness: 200 nm; periods through film: 25
Optical wavelength: 633 nm; (wave number x period)^2: 0.0144
\end{verbatim}
